# Why Weakly Linked Frenkel-Kontorova Chains Rectify Heat

## What goes wrong when only the materials are made different

Suppose a thermal rectifier is built by joining two dissimilar atomic chains, on the expectation that dissimilarity makes heat flow more easily one way. If the chains are harmonic, it does not. For two unlike harmonic chains with fixed bands, computed below, reversing the baths changes the current ratio from unity by less than one part in a million. Looking instead for two chains with very different sensitivities to temperature can also waste effort, because that difference is not needed.

What matters is how well the vibrational spectra at the junction overlap when each chain has the temperature imposed by the bias. In a Frenkel-Kontorova (FK) chain, heating softens the on-site potential and lowers the phonon band. If the upper band belongs to the hot chain, the bands approach each other; after reversal they separate. This explanation holds when the link is the main thermal resistance.

## The current through a weak link is a spectral overlap

Segment L has temperature \(T_L\) and segment R has \(T_R\). Every atom has mass \(m\) and is coupled to its own segment's bath with friction rate \(\gamma\), so each segment stays near equilibrium. Neighbours within a segment are joined by springs \(k\), and the outer atoms are tied to walls by the same springs. The on-site energy is

\[
V(x)=\frac{fa^2}{4\pi^2}\left[1-\cos\frac{2\pi x}{a}\right],\qquad V''(x)=f\cos\frac{2\pi x}{a},
\]

where \(x\) is the displacement, \(a\) the substrate period and \(f\) the curvature at the minimum. The barrier is \(fa^2/2\pi^2\).

The facing end atoms, with displacements \(x_L\) and \(x_R\), are joined by a spring \(c\):

\[
\tfrac12c(x_L-x_R)^2=\tfrac12cx_L^2+\tfrac12cx_R^2-cx_Lx_R .
\]

The first two terms are assigned to the segments. Only \(-cx_Lx_R\) is the perturbation.

The link pushes the end of R with force \(c(x_L-x_R)\). The power delivered is therefore

\[
J=c\langle x_Lv_R\rangle-c\langle x_Rv_R\rangle=c\langle x_Lv_R\rangle ,
\]

since \(\langle x_Rv_R\rangle=\tfrac12d\langle x_R^2\rangle/dt=0\) in a steady state. Positive \(J\) flows from L to R.

Let \(\chi(t)\) be the mean displacement of an end atom at time \(t\) after a unit force impulse on it. The perturbation applies force \(cx_R\) to L and \(cx_L\) to R. Without it the two ends are independent and have zero mean, so \(\langle x_Lv_R\rangle\) starts at first order in \(c\):

\[
\langle x_Lv_R\rangle=c\int_0^\infty ds\left[\chi_R(s)\langle x_L(t)v_L(t-s)\rangle+\chi_L(s)\langle x_R(t-s)v_R(t)\rangle\right].
\]

The averages on the right are those of the unlinked segments. Independence allows the response of one end to be averaged separately from the motion of the other, so no harmonic assumption enters.

Define \(C(s)=\langle x(s)x(0)\rangle\), \(S(\omega)=\int_{-\infty}^{\infty}C(s)e^{i\omega s}ds\) and \(\chi(\omega)=\int_0^\infty\chi(s)e^{i\omega s}ds\). Then \(\langle x(t)v(t-s)\rangle=-C'(s)\) and \(\langle x(t-s)v(t)\rangle=C'(s)\), with

\[
C'(s)=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}(-i\omega)S(\omega)e^{-i\omega s}.
\]

The first term becomes \(\int d\omega\,i\omega S_L\chi_R^*/2\pi\). Since \(S_L\) and \(\mathrm{Re}\,\chi_R\) are even in \(\omega\), the real part of \(\chi_R\) integrates to zero. The imaginary part leaves \(\omega S_L\,\mathrm{Im}\,\chi_R\). The second term has the opposite sign, and

\[
J=c^2\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\omega\left[S_L\,\mathrm{Im}\,\chi_R-S_R\,\mathrm{Im}\,\chi_L\right].
\]

Response and fluctuations are related by equilibrium. Hold a small constant force \(h\) on an end atom and release it at \(t=0\). The initial Boltzmann weight contains \(1+hx(0)/k_BT\), so \(\langle x(t)\rangle=hC(t)/k_BT\). By the definition of \(\chi\), the same quantity is \(h\int_t^\infty\chi(s)ds\). Differentiation gives \(\chi(t)=-C'(t)/k_BT\) for \(t>0\). Taking the sine transform and integrating by parts,

\[
\mathrm{Im}\,\chi=\frac{\omega}{k_BT}\int_0^\infty C(t)\cos\omega t\,dt=\frac{\omega S}{2k_BT}.
\]

Substituting \(S=2k_BT\,\mathrm{Im}\,\chi/\omega\), and folding the even integrand onto positive frequencies, gives

\[
J=G(T_L,T_R)(T_L-T_R),
\]

\[
G=\frac{2c^2k_B}{\pi}\int_0^\infty\mathrm{Im}\,\chi_L(\omega;T_L)\,\mathrm{Im}\,\chi_R(\omega;T_R)\,d\omega .
\]

This is the leading order in \(c\), for classical motion. The prefactor and the size of the temperature difference are the same in both directions, so to this order the rectification ratio is a ratio of overlaps:

\[
\mathcal R=\frac{G(T_h,T_c)}{G(T_c,T_h)} ,
\]

where \(T_h\) and \(T_c\) are the hot and cold bath temperatures.

Two cases give \(\mathcal R=1\). In harmonic chains \(\chi\) does not depend on temperature. In identical FK chains \(\chi_L\) and \(\chi_R\) are the same function, so exchanging the temperatures only exchanges the factors in the integrand. Rectification at this order needs both temperature-dependent spectra and unlike segments.

## Why heating lowers an FK band

A simple estimate replaces the on-site curvature by its average over a Gaussian displacement distribution. Completing the square in the Gaussian integral gives \(\langle\cos qx\rangle=e^{-q^2\langle x^2\rangle/2}\). With \(q=2\pi/a\), the softened curvature is

\[
F=f\exp\left(-\frac{2\pi^2\langle x^2\rangle}{a^2}\right).
\]

A long chain with this curvature has \(m\omega^2=F+2k(1-\cos\theta)\), where \(\theta\) is the phase change per atom. Its band is \(F\le m\omega^2\le F+4k\). Equipartition over the modes gives

\[
\langle x^2\rangle=k_BT\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\frac{1}{F+2k-2k\cos\theta}.
\]

Put \(u=\tan(\theta/2)\), so that \(d\theta=2du/(1+u^2)\) and \(\cos\theta=(1-u^2)/(1+u^2)\). Then

\[
\langle x^2\rangle=\frac{k_BT}{\pi}\int_{-\infty}^{\infty}\frac{du}{F+(F+4k)u^2}=\frac{k_BT}{\sqrt{F(F+4k)}} .
\]

The equations for \(F\) and \(\langle x^2\rangle\) are solved together. At low temperature \(F\) may be replaced by \(f\) inside \(\langle x^2\rangle\), and expanding the exponential gives

\[
\frac{dF}{dT}=-\frac{2\pi^2k_B}{a^2}\sqrt{\frac{f}{f+4k}} .
\]

A short period softens faster, because a given displacement covers more of the cosine.

## Which direction conducts better

Let L have the upper band. The common range of \(m\omega^2\), negative if there is a gap, is

\[
O=F_R(T_R)+4k-F_L(T_L).
\]

If both curvatures fall at the same rate \(s\), so that \(F=f-sT\), then

\[
O=4k-(f_L-f_R)+s(T_L-T_R).
\]

The last term changes sign on reversal even though the sensitivities are equal. The bands shift differently because their temperatures differ. For partly overlapping bands of this kind, the better direction has the stiffer chain hot, provided the spectra are smooth. In short segments with weak damping the individual lines are resolved, and a small shift can move them out of coincidence instead. With six atoms per segment, the parameters of the example below but \(\gamma=0.03\ \mathrm{ps}^{-1}\), \(f_L=20.75\) N/m and baths at 320 K and 280 K, the Gaussian estimate gives \(\mathcal R\approx0.55\) with the stiffer chain hot.

The statement that one direction improves while the other worsens has a precise small-bias form. About equal temperatures \(T_0\),

\[
G(T_0\pm\delta,T_0\mp\delta)=G_0\pm\delta\left(\frac{\partial G}{\partial T_L}-\frac{\partial G}{\partial T_R}\right)+O(\delta^2),
\]

where \(G_0=G(T_0,T_0)\). If the bracket is nonzero, the first-order changes are opposite. If it vanishes, or if the bias is large, the second-order term can move both conductances the same way, and each direction must be calculated.

## A worked example

The parameters are \(m=60\) u, \(a=0.25\) nm, \(k=1.00\) N/m, \(c=0.25\) N/m, \(\gamma=0.30\ \mathrm{ps}^{-1}\), \(f_L=23.0\) N/m and \(f_R=20.0\) N/m. Each segment has six atoms. The baths are at 450 K and 150 K, and "forward" means that L is hot.

The initial softening rates are 4.02 and 3.98 mN/m per kelvin for L and R, equal to about 1%. With \(s\approx4.0\) mN/m per kelvin, the shift over 300 K is \(0.0040\times300=1.2\) N/m. At equal temperatures the overlap estimate is \(4-3=1\) N/m, so it becomes about 2.2 N/m forward and \(-0.2\) N/m in reverse. The self-consistent solution gives:

| Baths | L band (THz) | R band (THz) | \(O\) (N/m) |
|---|---|---|---|
| Forward | 2.317–2.527 | 2.221–2.439 | 2.27 |
| Equal, 300 K | 2.352–2.559 | 2.185–2.406 | 1.01 |
| Reverse | 2.386–2.590 | 2.147–2.372 | −0.26 |

The gap does not stop the reverse current, because spectral lines have width. Friction alone gives a line a half-width \(m\gamma\omega\) in \(m\omega^2\). Near 2.4 THz this is \((9.96\times10^{-26})(3.0\times10^{11})(1.5\times10^{13})\approx0.45\) N/m, enough to bridge a gap of 0.26 N/m.

Langevin simulation of the full cosine potential supplies the anharmonic spectra. The overlap formula then gives 0.194 pW/K forward, 0.118 pW/K with both baths at 300 K, and 0.058 pW/K in reverse. Relative to equal baths, the forward conductance rises by 64% and the reverse one falls by 51%. At this bias, one direction does improve and the other does worsen.

Multiplying by 300 K gives currents that can be compared with those measured directly at the simulated link:

| Direction | Direct (pW) | Overlap formula (pW) |
|---|---|---|
| Forward | 52.6 ± 1.4 | 58.2 |
| Reverse | 17.7 ± 0.5 | 17.3 |

The uncertainties are one standard error of the direct currents. The direct rectification ratio is \(2.98\pm0.11\), with the two errors combined as if independent; the overlap formula gives 3.37. A shorter repeat with a 0.008 ps time step and different noise gave \(56\pm3\) and \(15.6\pm0.7\) pW, a ratio near 3.6, so the direct ratio is best read as about 3. In reverse the two currents agree within the statistical error. Forward, the direct current is about 10% below the formula.

Part of that difference is expected from higher orders in \(c\). For a harmonic network with the forward softened curvatures, the exact current is 0.9997 of the overlap result at \(c=0.02\) N/m, but 0.953 at \(c=0.25\) N/m. Applying the latter factor lowers 58.2 to 55.5 pW. The remaining 2.9 pW is about two standard errors of the direct current, and the sampled spectra add an error of their own that was not estimated. These data therefore do not show whether the difference is statistical or an anharmonic higher-order effect.

At small bias the Gaussian theory shows the opposite changes clearly. Moving the baths by \(\pm10\) K about 300 K changes \(G\) by \(+5.8\%\) or \(-5.6\%\). The ratio is then only \(1.058/0.944\approx1.12\).

## Shift or change of shape?

Heating also broadens and skews an anharmonic spectrum, so the role of the shift needs separate evidence. A useful spectral centre, without friction, is

\[
m\bar\omega^2=m\frac{\int_0^\infty\omega^3\,\mathrm{Im}\,\chi\,d\omega}{\int_0^\infty\omega\,\mathrm{Im}\,\chi\,d\omega}=m\frac{\langle\ddot x^2\rangle}{\langle v^2\rangle}.
\]

The second equality follows from \(\mathrm{Im}\,\chi\propto\omega S\), because \(\omega^2S\) and \(\omega^4S\) are the spectra of velocity and acceleration. Let \(U\) be the segment's potential energy, with primes denoting derivatives with respect to the end displacement. Then \(m^2\langle\ddot x^2\rangle=\langle U'^2\rangle\). Integrating the Boltzmann average by parts gives \(\langle U'^2\rangle=k_BT\langle U''\rangle\), while \(\langle v^2\rangle=k_BT/m\). Hence

\[
m\bar\omega^2=\langle U''\rangle=f\left\langle\cos\frac{2\pi x}{a}\right\rangle+k+c .
\]

Thermal softening therefore fixes the centre whatever the anharmonicity. With friction, \(\mathrm{Im}\,\chi\) falls as \(\gamma/m\omega^3\) at high frequency, so the upper integral diverges. The simulated centres use a fixed window from 4 to 24 rad/ps. They lie about 0.3 N/m above the frictionless rule. A friction tail acts in that direction, though its share was not isolated.

Differences between centres are more robust. From reverse to forward bias, the L centre moves by \(-1.33\) N/m and the R centre by \(+1.31\) N/m; the rule gives \(-1.31\) and \(+1.31\) N/m.

Each simulated spectrum was then translated rigidly so that its centre matched that of the same chain at 300 K, keeping its thermal shape. The overlap ratio fell from 3.37 to 0.93. No sampling error was estimated for this last ratio, so its small departure from 1 does not establish a preferred direction. The shifts are needed for the observed rectification.

Shape still affects its size. The Gaussian theory, which has softening and friction but no anharmonic broadening, gives a ratio of 5.25. Relative to the overlap of simulated spectra, its conductance is 11% higher forward and 29% lower in reverse. The forward figure is rough, because the sampling error of the spectra was not estimated. Anharmonic wings that fill the reverse gap are a likely cause of the reverse difference, but they were not tested separately. Imposing equal linear softening rates \(2\pi^2k_B/a^2\) on uniform harmonic segments gives 5.29, which confirms that unequal sensitivities are unnecessary.

## Real adatom rows and the heat bypass

The period and barriers are round values in the rough range for transition-metal adatom rows on a metal surface, where periods are near 0.25 nm and hopping barriers can be a few tenths of an electronvolt. The chain spring is not: neighbouring atoms in transition metals typically have force constants of order 10 N/m or more. With \(k=10\) N/m the band would span 40 N/m in \(m\omega^2\), against a thermal shift of about 1 N/m, so with the on-site curvatures used here a reverse gap requires much more weakly coupled atoms. At \(k=10\) N/m it would otherwise need a curvature difference close to \(4k=40\) N/m. The example illustrates the mechanism and does not predict rectification in a real adatom row. The model barriers are 0.455 and 0.395 eV. Holding 300 K across one atomic spacing on a shared metal substrate is far from realistic. Bulk conduction at 100 W/(m K) would give a bypass of atomic size \(100\times0.25\times10^{-9}=2.5\times10^{-8}\) W/K, but this is too high, because electrons in such a metal travel several nanometres between collisions. A better estimate is ballistic: an area \(a^2\) carries roughly one electron channel, with thermal conductance \(2\pi^2k_B^2T/3h\approx5.7\times10^{-10}\) W/K at 300 K. That is still about 3000 times the forward link conductance. If it conducts equally both ways, the direct current difference of 34.9 pW is lost in a background of about \(1.7\times10^5\) pW. The ratio falls from about 3 to roughly \(1+2\times10^{-4}\).

Three further effects deserve attention. Of those whose influence on the ratio was calculated, damping matters most:

- Bose occupation multiplies both Gaussian-theory currents by 0.985 and, with the classical softening kept, leaves their ratio at 5.25. Quantum motion raises \(\langle x^2\rangle\) of a single L site at 150 K by about 5%; including it in the softening lowers the ratio to about 5.14.
- End atoms spend a fraction \(4\times10^{-5}\) of the sampled time more than half a period from their starting wells. The 80 ps runs are too short for hopping to equilibrate: in the full Boltzmann distribution the fraction is about 3% at 450 K. The simulated spectra and currents therefore describe chains that have hardly hopped, and the effect of hopping on the long-time current was not calculated.
- Doubling the friction, with all else fixed, lowers the Gaussian-theory ratio from 5.25 to 2.98. Real damping must therefore be known before a ratio is predicted.

## What to do about it

**Place the bands for the intended bias.** For equal softening rates and bands that overlap at equal temperatures, a reverse gap requires

\[
s|T_L-T_R|>4k-(f_L-f_R)>0 .
\]

Here the threshold is about \(1/0.0040=250\) K. The estimate assumes linear softening and L as the upper band. Line widths should also be small compared with the thermal shift; otherwise the gap has little effect.

**Keep the temperature drop at the link.** A perfectly transmitting classical chain carries at most \(k_B\) per unit bandwidth in hertz. For the cold R band this is \(k_B(2.439-2.221)\times10^{12}\ \mathrm{s}^{-1}=3.01\) pW/K. The forward link conductance is 6.4% of that limit. If only the far ends were thermostatted, the resistance between each bath and the link would reduce the temperature difference at the link, and one bath temperature could no longer be assigned to each segment. Scattering inside the chains adds to this resistance, but even harmonic chains have some at their contacts with the baths. A weaker link brings each segment back towards its bath temperature, but the current falls as \(c^2\).

**Separate the supports thermally.** A symmetric parallel path adds the same current \(J_b\) in both directions. To retain a ratio of 2 in this example,

\[
\frac{52.6+J_b}{17.7+J_b}=2\quad\Rightarrow\quad J_b=52.6-2(17.7)\approx17\ \mathrm{pW}.
\]

At 300 K bias, the bypass must therefore stay below about 0.06 pW/K. This is a far stricter demand than choosing suitable chains, and it should be settled first. The numerical output gives the remaining intermediate values.

## Calculated quantities

```
atom mass 60 u; period 0.25 nm; atoms per segment 6
chain spring k 1.00 N/m; link spring c 0.25 N/m
bare on-site curvature: L 23.0, R 20.0 N/m
on-site barrier: L 0.455, R 0.395 eV
bath friction 0.30 1/ps; baths 450 K and 150 K
initial softening slope: L -4.025, R -3.981 mN/m per K
long chain L at 150 K: F = 22.39 N/m, band 2.386 to 2.590 THz
long chain L at 300 K: F = 21.76 N/m, band 2.352 to 2.559 THz
long chain L at 450 K: F = 21.12 N/m, band 2.317 to 2.527 THz
long chain R at 150 K: F = 19.40 N/m, band 2.221 to 2.439 THz
long chain R at 300 K: F = 18.77 N/m, band 2.185 to 2.406 THz
long chain R at 450 K: F = 18.13 N/m, band 2.147 to 2.372 THz
band overlap in m*w^2, forward: 2.27 N/m (negative = gap)
band overlap in m*w^2, equal: 1.01 N/m (negative = gap)
band overlap in m*w^2, reverse: -0.26 N/m (negative = gap)
harmonic exact/overlap current: 0.9997 at c=0.02 N/m, 0.9528 at c=0.25 N/m
harmonic chains, fixed bands: rectification ratio 1.000000
end atom L at 450 K: <cos> dynamics 0.9159, Gaussian 0.9156; centre 22.58 N/m
end atom L at 150 K: <cos> dynamics 0.9730, Gaussian 0.9726; centre 23.90 N/m
end atom L at 300 K: <cos> dynamics 0.9452, Gaussian 0.9446; centre 23.25 N/m
end atom R at 150 K: <cos> dynamics 0.9690, Gaussian 0.9687; centre 20.93 N/m
end atom R at 450 K: <cos> dynamics 0.9036, Gaussian 0.9032; centre 19.62 N/m
end atom R at 300 K: <cos> dynamics 0.9371, Gaussian 0.9365; centre 20.31 N/m
centre, forward minus reverse: L -1.33, R 1.31 N/m
same from f*<cos>: L -1.31, R 1.31 N/m
G forward (L hot): simulated spectra 0.1941, Gaussian theory 0.2148 pW/K
G reverse (R hot): simulated spectra 0.0577, Gaussian theory 0.0409 pW/K
G equal baths: simulated spectra 0.1183, Gaussian theory 0.1035 pW/K
current forward: direct 52.55 +- 1.36 pW, overlap formula 58.24 pW
current reverse: direct 17.65 +- 0.47 pW, overlap formula 17.30 pW
rectification ratio, direct: 2.98 +- 0.11
rectification ratio, overlap of simulated spectra: 3.37
rectification ratio, Gaussian theory: 5.25
ratio with shifts removed, shapes kept: 0.93
ratio with equal softening rates imposed: 5.29
small bias +-10 K about 300 K: G changes 5.83 % and -5.63 %
Bose/classical current: forward 0.985, reverse 0.985
Gaussian-theory ratio with Bose occupation: 5.25
quantum/classical <x^2> of L site at 150 K: 1.049
fraction of end positions beyond half a period: 4.0e-05
Gaussian-theory ratio with friction doubled: 2.98
ballistic conductance limit of cold R chain: 3.01 pW/K
forward link conductance / ballistic limit: 0.064
metal bypass (rough 100 W/(m K) times period) / link: 1.3e+05
```
